\section*{Temperature Overshoot of a Ferroelectric Heated Through Its Superheating Limit}

\section{The limit of the polar state}

\textbf{Q:} A first-order ferroelectric is heated steadily. At some temperature its polar state ceases to exist. Why should the polarization not vanish right there?

\textbf{A:} Because the force that destroys it also vanishes there. Take a uniform polarization $P$, no electric field, and the free energy density
\begin{equation}
G=\tfrac a2(T-T_0)P^2-\tfrac b4P^4+\tfrac c6P^6,\qquad a,b,c>0 .
\end{equation}
The motion is overdamped and noise-free,
\begin{equation}
\gamma\frac{dP}{dt}=-\frac{\partial G}{\partial P}=-P\left[a(T-T_0)-bP^2+cP^4\right]. \label{motion}
\end{equation}
Nonzero stationary states satisfy
\begin{equation}
P^2=\frac{b\pm\sqrt{b^2-4ac(T-T_0)}}{2c}.
\end{equation}
At these states $\partial^2G/\partial P^2=2P^2(2cP^2-b)$, so the upper sign is a minimum and the lower sign a maximum. They merge when the root vanishes:
\begin{equation}
T_s=T_0+\Delta,\qquad \Delta=\frac{b^2}{4ac},\qquad P_s^2=\frac b{2c}.
\end{equation}
Above the superheating limit $T_s$ the bracket in (\ref{motion}) is positive for every $P$, and $P$ must decay. Just above $T_s$, however, the bracket is nearly zero at $P\approx P_s$. The polarization lingers in this bottleneck while the temperature rises.

\textbf{Q:} Is $T_s$ not simply the transition temperature?

\textbf{A:} No. The polar and nonpolar states have equal free energy at a lower temperature. Setting $G=0$ and using stationarity, $a(T-T_0)=bP^2-cP^4$, gives
\begin{equation}
\frac{G}{P^2}=\frac{bP^2-cP^4}{2}-\frac{bP^2}{4}+\frac{cP^4}{6}=\frac{bP^2}{4}-\frac{cP^4}{3}=0 .
\end{equation}
Hence $P^2=3b/(4c)$, $a(T-T_0)=3b^2/(16c)$, and $T_c=T_0+3\Delta/4$. Between $T_c$ and $T_s$ the polar state is metastable. Without noise it cannot cross its barrier.

\section{The exponent}

\textbf{Q:} A fixed response time would give a lag proportional to the heating rate $R$. What dependence do you claim, and where does it come from?

\textbf{A:} For slow heating the lag grows as $R^{2/3}$, because the response time itself depends on $R$. Set $T=T_s+Rt$ and define
\begin{equation}
t_0=\frac{\gamma}{a\Delta},\quad s=\frac t{t_0},\quad r=\frac{Rt_0}{\Delta},\quad h=\frac{T-T_s}{\Delta}=rs .
\end{equation}
Since $bP_s^2=b^2/(2c)=2a\Delta$ and $cP_s^4=b^2/(4c)=a\Delta$, dividing (\ref{motion}) by $a\Delta P$ gives
\begin{equation}
\frac{d\ln P}{ds}=-\left[1+h-2\frac{P^2}{P_s^2}+\frac{P^4}{P_s^4}\right]
=-\left[h+\Big(1-\frac{P^2}{P_s^2}\Big)^2\right].
\end{equation}
With $w=\ln(P^2/P_s^2)$, whose derivative is twice that of $\ln P$,
\begin{equation}
w'=-2rs-2(e^w-1)^2. \label{w}
\end{equation}
No approximation has been made. Near $w=0$ the last term is about $-2w^2$. The three terms are comparable when $w/s\sim rs\sim w^2$. The outer pair gives $w\sim1/s$; then $rs\sim1/s^2$ gives $s\sim r^{-1/3}$, and $h=rs\sim r^{2/3}$. Slower heating leaves more time in the bottleneck, but less temperature is gained during it.

\textbf{Q:} That is a balance of sizes. You have replaced a nonlinear function by $w^2$ without controlling the error.

\textbf{A:} The error can be enclosed. Write $(e^w-1)^2=g(w)w^2$ with
\begin{equation}
g(w)=\left(\frac{e^w-1}{w}\right)^2=\left(\int_0^1e^{wx}dx\right)^2,
\end{equation}
which increases with $w$ and has $g(0)=1$. For $|w|\le\delta$ it lies between $g(-\delta)$ and $g(\delta)$. Two first-order equations with the same initial value keep the order of their right-hand sides. So $w$ lies between solutions of
\begin{equation}
v'=-2rs-2kv^2, \label{riccati}
\end{equation}
with $k=g(\delta)$ below and $k=g(-\delta)$ above.

\textbf{Q:} Does $w$ enter that window before $T_s$, if heating starts far below?

\textbf{A:} Yes, for small $r$. Start on the polar branch $w_b=\ln(1+\sqrt{-h})$ at a fixed $h<0$. The branch falls as $h$ rises. If $w$ touched it, $w'$ would be zero while $w_b'<0$, so $w$ cannot cross below. Above the branch $w'<0$. Now choose $h_0<0$ with $w_b(h_0)=\delta/2$. For $h_0\le h\le h_0/2$ and $w\ge\delta$,
\begin{equation}
-w'\ge2\left[(e^\delta-1)^2-(e^{\delta/2}-1)^2\right]>0 .
\end{equation}
Thus $w$ falls to $\delta$ in a time $s$ that stays finite as $r\to0$, during which $h$ changes by $O(r)$. A start closer to $T_s$ than $h_0$ is already inside. At some fixed-order $h_1<0$ we therefore have $0<w_1\le\delta$.

\section{The prefactor}

\textbf{Q:} Equation (\ref{riccati}) is still nonlinear. How do you obtain a number from it?

\textbf{A:} Put $v=u'/(2ku)$. Then
\begin{equation}
v'=\frac{u''}{2ku}-\frac{u'^2}{2ku^2}=\frac{u''}{2ku}-2kv^2,
\end{equation}
so (\ref{riccati}) becomes $u''=-4krs\,u$. The Airy functions obey $y''(z)=zy(z)$. With $z=-s/\tau_k$,
\begin{equation}
u={\rm Ai}(-s/\tau_k)+C\,{\rm Bi}(-s/\tau_k),\qquad \tau_k=(4kr)^{-1/3}.
\end{equation}
The initial value $v=w_1$ at $z_1=|h_1|/(r\tau_k)$ fixes
\begin{equation}
C=-\frac{{\rm Ai}'(z_1)+\lambda{\rm Ai}(z_1)}{{\rm Bi}'(z_1)+\lambda{\rm Bi}(z_1)},\qquad\lambda=2k\tau_kw_1>0 .
\end{equation}
As $r\to0$, $z_1\propto r^{-2/3}$ becomes large, where ${\rm Ai}'\approx-\sqrt{z}\,{\rm Ai}$ and ${\rm Bi}'\approx\sqrt z\,{\rm Bi}$. Therefore
\begin{equation}
\frac{C\,{\rm Bi}(z_1)}{{\rm Ai}(z_1)}\approx\frac{\sqrt{z_1}-\lambda}{\sqrt{z_1}+\lambda}>-1 .
\end{equation}
Since $\lambda$ and $\sqrt{z_1}$ both scale as $r^{-1/3}$, this ratio stays away from $-1$. Hence $u/{\rm Ai}=1+C\,{\rm Bi}/{\rm Ai}$ is positive at $z_1$. As $z$ falls from $z_1$ to $-\Omega$, ${\rm Bi}/{\rm Ai}$ decreases steadily. For $C<0$, $u/{\rm Ai}$ therefore stays positive; for $C>0$ it can vanish only where ${\rm Bi}/{\rm Ai}=-1/C$, which for small $C$ lies close to $-\Omega$. Moreover $C$ is of order ${\rm Ai}(z_1)/{\rm Bi}(z_1)\sim e^{-4z_1^{3/2}/3}$, exponentially small in $1/r$. The first zero of $u$, where $v\to-\infty$, tends to $s=\Omega\tau_k$, with $\Omega=2.338$ and $-\Omega$ the first zero of Ai.

\textbf{Q:} But $P$ does not become infinite, and $w=-\infty$ means $P=0$, which takes forever.

\textbf{A:} So collapse needs a definition: the instant when $P$ falls to a fixed fraction $f$ of $P_s$, $0<f<1$. Choose $\delta<-2\ln f$. The upper comparison solution reaches $-\delta$ before its divergence. The lower one reaches $-\delta$ at positive $s$, where $v'\le-2kv^2$, hence at most $1/(2k\delta)$ before its own divergence. The true $w$ reaches $-\delta$ between them. Afterwards
\begin{equation}
w'\le-2(1-e^{-\delta})^2,
\end{equation}
so the threshold follows after a further time $s=O(1)$. These finite times are negligible beside $\tau_k\propto r^{-1/3}$. In the limit $r\to0$, $(4r)^{1/3}s_{\rm collapse}$ is confined between $\Omega g(\delta)^{-1/3}$ and $\Omega g(-\delta)^{-1/3}$. Letting $\delta\to0$ closes the gap:
\begin{equation}
h_{\rm collapse}=rs_{\rm collapse}=\Omega\,4^{-1/3}r^{2/3}[1+o(1)].
\end{equation}
To restore units, use
\begin{equation}
\Delta\left(\frac{r^2}{4}\right)^{1/3}=\left(\frac{\Delta t_0^2R^2}{4}\right)^{1/3}
=\left(\frac{\gamma^2R^2}{4a^2\Delta}\right)^{1/3},\qquad4a^2\Delta=\frac{ab^2}{c}.
\end{equation}
Thus
\begin{equation}
T_{\rm collapse}-T_s=\Omega\left(\frac{\gamma^2c}{ab^2}\right)^{1/3}R^{2/3}[1+o(1)]. \label{result}
\end{equation}

\section{How slow is slow?}

\textbf{Q:} The condition $r\ll1$ may be too weak in practice. What is the next term?

\textbf{A:} It contains a logarithm. This part is a matching calculation, not an enclosure. Expand $(e^w-1)^2=w^2+w^3+\dots$, and set $s=\tau\sigma$, $w=v/(2\tau)$, $\tau=(4r)^{-1/3}$, where $v$ now denotes the scaled $w$. Multiplying (\ref{w}) by $2\tau^2$ gives
\begin{equation}
\frac{dv}{d\sigma}=-\sigma-v^2-\mu v^3,\qquad\mu=\frac1{2\tau}.
\end{equation}
Let $v=v_0+\mu v_1$, with $v_0=u'/u$, $u={\rm Ai}(-\sigma)$ and primes now meaning $d/d\sigma$. At first order $v_1'+2v_0v_1=-v_0^3$, or
\begin{equation}
(u^2v_1)'=-u'^3/u .
\end{equation}
At a small distance $d=\Omega-\sigma$ before the zero, $u\approx Ad$ and $u'\approx-A$. The right side is $A^2/d$, so $v_1\approx\ln(1/d)/d^2$ and
\begin{equation}
v\approx-\frac1d+\frac{\mu\ln(1/d)}{d^2}\approx-\frac1{d+\mu\ln(1/d)}.
\end{equation}
The divergence is delayed by $\mu\ln(1/d)$ in $\sigma$. The expansion ends when $|w|\sim1$, hence $d\sim1/(2\tau)$. In $s$ the delay is $\tau\mu\ln(2\tau)=\frac16\ln(1/r)+O(1)$. The temperature correction is
\begin{equation}
\frac{Rt_0}{6}\ln\frac1r+O(R). \label{log}
\end{equation}
The choice of $f$ enters in the $O(R)$ term.

\textbf{Q:} What happens near a tricritical point, where $b\to0$? Your prefactor diverges.

\textbf{A:} The law loses its range first. Since $r=\gamma R/(a\Delta^2)$ and $\Delta\propto b^2$, $r$ grows as $b^{-4}$ at fixed $R,\gamma,a,c$. At $b=0$ the equation is $\gamma\dot P=-aRtP-cP^5$, with time counted from $T_0$. Choose $t_*=\sqrt{\gamma/(aR)}$, $\theta_*=Rt_*=\sqrt{\gamma R/a}$ and $P_*=(a\theta_*/c)^{1/4}$. With $P=P_*p$ and $t=t_*y$ it becomes
\begin{equation}
dp/dy=-yp-p^5 ,
\end{equation}
without parameters. A lag defined by a fixed value of $p$ then scales as $R^{1/2}$. The exponent $2/3$ therefore belongs to $b>0$ with $r\ll1$.

\section{A number for a real regime}

\textbf{Q:} Put in a material, and show how large the effect is.

\textbf{A:} Take rough coefficients in the regime of lead titanate: $a=7.5\times10^5$ J\,m/(C$^2$K), $b=3.0\times10^8$ J\,m$^5$/C$^4$, $c=1.6\times10^9$ J\,m$^9$/C$^6$ and $T_0=750$ K. Then
\begin{equation}
\Delta=\frac{9\times10^{16}}{4(7.5\times10^5)(1.6\times10^9)}=18.75\ {\rm K},
\end{equation}
so $T_s=768.75$ K, $T_c=764.06$ K and $P_s=30.6\ \mu$C/cm$^2$. The damping $\gamma=1\ \Omega$m is a rough effective value for film switching, giving $t_0=71.1$ ns. Heating at $R=10^5$ K/s means $r=3.79\times10^{-4}$ and a bottleneck time $\tau t_0=619$ ns. Formula (\ref{result}) gives
\begin{equation}
(6.716\times10^{-5})(10^5)^{2/3}\ {\rm K}=0.145\ {\rm K}.
\end{equation}
Integrating (\ref{motion}) numerically by a Runge--Kutta method, with $f=1/2$, gives:
\begin{center}
\begin{tabular}{ccc}
$R$ (K/s) & leading law (K) & integration (K)\\
$10^3$ & 0.00672 & 0.00685\\
$10^4$ & 0.0312 & 0.0322\\
$10^5$ & 0.145 & 0.152\\
$10^6$ & 0.672 & 0.710
\end{tabular}
\end{center}
At $10^5$ K/s the integrated value exceeds the law by 4.9\% of the law. The logarithmic term in (\ref{log}) contributes $+0.0093$ K. Integration at 0.01 K/s puts the next constant at $-0.256Rt_0$ for this $f$, here $-0.0018$ K. Together they give 0.152 K. Between 0.01 and 1 K/s the integrated overshoot has exponent 0.667.

\textbf{Q:} Does the threshold matter at this rate?

\textbf{A:} Somewhat. With $h$ set to zero, the fall from $0.8P_s$ to $0.2P_s$ takes
\begin{equation}
t_0\int_{0.04}^{0.64}\frac{dq}{2q(1-q)^2}=2.745\,t_0,\qquad q=P^2/P_s^2 ,
\end{equation}
during which the temperature rises by 0.020 K. Positive $h$ shortens this time.

\section{What a real crystal would change}

\textbf{Q:} You impose the temperature. The transition absorbs latent heat.

\textbf{A:} The entropy density is $-\partial G/\partial T=-aP^2/2$, so a falling $P$ cools the film. Let a block heated at rate $R$ exchange heat with a film of heat capacity $C$ per volume in a time $t_h$. If $t_h$ is short, the film temperature is
\begin{equation}
T\approx T_{\rm block}-Rt_h+\frac{t_hTaP\dot P}{C}.
\end{equation}
Frictional heating, quadratic in $\dot P$, is dropped here. Inserted in (\ref{motion}), the last term acts as extra damping $Ta^2P_s^2t_h/C$. For a 50 nm film, rough values $C=3\times10^6$ J/(m$^3$K) and thermal diffusivity $10^{-6}$ m$^2$/s give $t_h=(50\ {\rm nm})^2/(10^{-6}\ {\rm m^2/s})=2.5$ ns. The extra damping is $0.034\ \Omega$m. Numerical integration of the coupled heat balance, including frictional heating, raises the block overshoot from 0.152 to 0.155 K. Contact resistance is neglected. In a thermally isolated film, losing all of $P_s$ would mean cooling by about $T_saP_s^2/(2C)=9$ K, before friction is counted. At $T_s$ this cooling restores a slightly reduced $P$, so the polar state survives a larger heat input. It does not survive to a higher temperature, since no nonzero stationary $P$ exists above $T_s$: with slow further heating, $P$ falls and the film cools. The imposed-temperature law does not apply.

\textbf{Q:} And thermal noise? Near $T_s$ the barrier is small.

\textbf{A:} This is the most serious objection. At $\eta=T_s-T$, expand about the minimum, with $y$ the reduction of $P$. Since $\partial^3G/\partial P^3=4bP_s$ at the limit,
\begin{equation}
\delta G\approx\tfrac12Ky^2-\tfrac23bP_sy^3,\quad K=4bP_sx_e,\quad x_e=\sqrt{\frac{a\eta}{2b}}.
\end{equation}
Add a gradient energy $\frac12g_0|\nabla P|^2$, and set $y=2x_e\phi$ with lengths in units of $\xi=\sqrt{g_0/K}$. Close to $T_s$, where this cubic form holds, the critical droplet costs
\begin{equation}
E=43.7\,K(2x_e)^2\xi^3\propto\eta^{3/4}.
\end{equation}
The number is the energy of the localized stationary solution for the density $\frac12|\nabla\phi|^2+\frac12\phi^2-\frac13\phi^3$, found by numerical shooting. With the rough value $g_0=2\times10^{-10}$ J\,m$^3$/C$^2$, at $\eta=0.145$ K one finds $\xi=6.4$ nm and $E=3.8\,k_BT$. At the droplet's centre, however, $P$ has already fallen by about a third, and the full sixth-order $G$ raises the barrier to about $5\,k_BT$. Farther from $T_s$ the cubic form fails badly, so the full $G$ is used below. Now take a membrane of area $1\ \mu{\rm m}\times1\ \mu{\rm m}$, thickness 50 nm and volume $V$. Equating $E/k_BT$ to the logarithm of the number of attempts, $(V/\xi^3)(\eta K/R\gamma)$, puts nucleation about 0.5 K below $T_s$. That shift is roughly three times the overshoot and opposite in sign. The estimate counts only sites in the interior and omits dipolar and elastic costs. Where a surface leaves $P$ free, a partial droplet costs less, which would put nucleation still farther below $T_s$. The dipolar cost of a compact droplet is large, because its ends carry bound charge. A column of reduced $P$ running through the whole membrane avoids this charge if the electrodes screen perfectly. The same estimate for a column, with one site per area $\xi^2$, puts nucleation about 0.3 K below $T_s$, still a larger shift than the overshoot. By contrast, at $\eta=0.145$ K a membrane forced to move uniformly has a barrier of $2.8\times10^3k_BT$.

\textbf{Q:} Then what does 0.145 K tell me about a lead titanate film?

\textbf{A:} It is the deterministic lag of a region that moves uniformly, not a forecast of a measured transition. Lead titanate does have a first-order transition, at roughly 760 K, but several other assumptions are demanding:
\begin{itemize}
\item The film must strain freely. Let $P$ be normal to the film, $Q_{12}$ the transverse electrostrictive coefficient, and $s_{11}$, $s_{12}$ the elastic compliances. At zero in-plane strain, measured from the nonpolar lattice, the in-plane stress is $-Q_{12}P^2/(s_{11}+s_{12})$ and the elastic energy is $Q_{12}^2P^4/(s_{11}+s_{12})$. This replaces $b$ by $b-4Q_{12}^2/(s_{11}+s_{12})$. Rough values $Q_{12}=-0.026$ m$^4$/C$^2$ and $s_{11}+s_{12}=5.5\times10^{-12}$ Pa$^{-1}$ give $-1.9\times10^8$ J\,m$^5$/C$^4$. The model transition is then continuous, with no superheating limit.
\item The electrodes must screen the polarization. An effective screening length $\ell=0.01$ nm at each face of a film of thickness $D$ adds energy $\ell P^2/(\epsilon_0D)$. It lowers $T_0$ and $T_s$ together by $2\ell/(\epsilon_0Da)=60$ K for $D=50$ nm. It leaves $\Delta$ and formula (\ref{result}) unchanged.
\item The damping is uncertain by orders of magnitude. At the same $R$, $\gamma=10^{-3}\ \Omega$m gives 1.4 mK if the film temperature is imposed. In the 50 nm film above, the latent-heat damping of $0.034\ \Omega$m then dominates, and the coupled heat balance gives a block overshoot of about 14 mK.
\end{itemize}
At an ordinary furnace rate of 10 K/min, or 0.17 K/s, the law with $\gamma=1\ \Omega$m gives about $2\times10^{-5}$ K. Within this model, a thermal hysteresis of kelvins at such a rate would reflect metastability, not this dynamic lag.
